# Open-Base Breakdown of a Parasitic Bipolar Transistor: verification in Python

```python
"""Open-base breakdown of a parasitic npn transistor.

Result under test: V_open = BV * (1 - alpha)**(1/n), where
BV = collector-base breakdown voltage with open emitter (V),
alpha = common-base current gain without avalanche,
n = exponent in Miller's factor M = 1/(1 - (V/BV)**n),
V = reverse voltage of the collector-base junction (V).
The threshold is found independently from rounds of hole feedback.
Neglected effects are sized with rough typical silicon parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid
from scipy.optimize import brentq

BV = 40.0
ALPHA = 0.99
N_MILLER = 4.0
LEAK = 1e-12             # unmultiplied collector-base leakage, A
I_SAT = 1e-15            # emitter saturation current, A
I_CORNER = 1e-6          # current where recombination doubles base loss, A
R_BODY = 1e4             # body-contact resistance, ohm
TEMP = 300.0
V_BUILT_IN = 0.8
BASE_DOPING = 2e17       # cm^-3
BASE_WIDTH = 1e-4        # neutral base at zero collector-base bias, cm
Q = const.e
EPS = 11.7 * const.epsilon_0 / 100.0     # silicon permittivity, F/cm


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def miller(v, bv=BV, n=N_MILLER):
    return 1.0 / (1.0 - (v / bv) ** n)


def open_base_formula(bv, alpha, n):
    return bv * (1.0 - alpha) ** (1.0 / n)


def next_holes(holes, multiplication, alpha):
    """Base holes permit emission; the avalanche returns new holes."""
    emitted = holes / (1.0 - alpha)
    arriving = alpha * emitted
    return emitted, arriving * (multiplication - 1.0)


def summed_current(v, rounds=20000):
    m = miller(v)
    holes, total = m * LEAK, 0.0
    for _ in range(rounds):
        emitted, holes = next_holes(holes, m, ALPHA)
        total += emitted
        if holes < 1e-30:
            break
    return total


def feedback_threshold(bv, alpha, n):
    def log_growth(v):
        return np.log(next_holes(1.0, miller(v, bv, n), alpha)[1])
    return brentq(log_growth, 0.02 * bv, 0.99999 * bv, xtol=1e-12)


# Threshold from feedback, for several gains and exponents
for a in (0.5, 0.9, 0.99, 0.998):
    for n in (3.0, 4.0, 6.0):
        found = feedback_threshold(BV, a, n)
        assert abs(found / open_base_formula(BV, a, n) - 1) < 1e-7

v_open = open_base_formula(BV, ALPHA, N_MILLER)
v_feedback = feedback_threshold(BV, ALPHA, N_MILLER)
ratio = v_feedback / BV
beta = ALPHA / (1 - ALPHA)
assert abs(ratio - 0.32) < 0.005
assert next_holes(1.0, miller(1.01 * v_open), ALPHA)[1] > 1
assert next_holes(1.0, miller(0.99 * v_open), ALPHA)[1] < 1

show("Collector-base breakdown voltage", BV, "V", ".1f")
show("Common-base gain alpha", ALPHA, "", ".3f")
show("Common-emitter gain beta", beta, "", ".1f")
show("Miller exponent", N_MILLER, "", ".1f")
show("Open-base voltage, formula", v_open, "V")
show("Open-base voltage, feedback rounds", v_feedback, "V")
show("Ratio to collector-base breakdown", ratio)
show("Multiplication M at open-base breakdown", miller(v_open), "", ".5f")
show("Leakage before multiplication", LEAK * 1e12, "pA", ".1f")
for fraction in (0.0, 0.5, 0.9, 0.99):
    v = fraction * v_open
    m = miller(v)
    total = summed_current(v)
    closed = m * LEAK / (1 - ALPHA * m)
    assert abs(total / closed - 1) < 1e-8
    show(f"Collector current at {fraction:.2f} V_open", total * 1e12,
         "pA", ".1f")
for n in (3.0, 5.0, 6.0):
    show(f"Ratio if exponent is {n:.0f}",
         feedback_threshold(BV, ALPHA, n) / BV)

# Emitter-base voltage, current-dependent gain and body contact
thermal_voltage = const.k * TEMP / Q


def emitter_voltage(current):
    return thermal_voltage * np.log(current / I_SAT + 1)


def balance_voltage(current, alpha, drained=0.0):
    """Junction voltage at which hole supply equals hole loss."""
    def surplus(v):
        m = miller(v)
        supply = (m - 1) * alpha * current + m * LEAK
        return supply - (1 - alpha) * current - drained
    return brentq(surplus, 1e-6 * BV, 0.999999 * BV, xtol=1e-12)


def alpha_at(current):
    return 1 - (1 - ALPHA) * (1 + np.sqrt(I_CORNER / current))


v_be = emitter_voltage(1e-3)
show("Emitter saturation current", I_SAT * 1e15, "fA", ".1f")
show("Temperature", TEMP, "K", ".0f")
show("Emitter-base voltage at 1 mA", v_be, "V", ".3f")
show("Terminal collector-emitter voltage", v_open + v_be, "V", ".2f")
show("Terminal voltage ratio", (v_open + v_be) / BV, "", ".3f")
currents = (1e-9, 1e-6, 1e-3)
constant_gain = [balance_voltage(i, ALPHA) for i in currents]
falling_gain = [balance_voltage(i, alpha_at(i)) for i in currents]
assert np.all(np.diff(constant_gain) > 0)
assert abs(constant_gain[-1] / v_open - 1) < 1e-6
assert np.all(np.diff(falling_gain) < 0)
show("Recombination corner current", I_CORNER * 1e6, "uA", ".1f")
for i, v in zip(currents, falling_gain):
    show(f"Varying gain: alpha at {i * 1e6:g} uA", alpha_at(i))
    show(f"Varying gain: junction voltage at {i * 1e6:g} uA", v, "V", ".2f")
show("Body-contact resistance", R_BODY / 1e3, "kohm", ".1f")
contacted = []
for i in (1e-3, 1e-2):
    v = balance_voltage(i, ALPHA, emitter_voltage(i) / R_BODY)
    contacted.append(v)
    show(f"Body contact: junction voltage at {i * 1e3:g} mA", v, "V", ".2f")
assert contacted[0] > contacted[1] > v_open


# Silicon junction with local, field-dependent ionization
def ionization(field):
    """Rough electron and hole ionization coefficients, 1/cm."""
    f = np.maximum(field, 1e3)
    electrons = 7.03e5 * np.exp(-1.231e6 / f)
    holes = np.where(f < 4e5, 1.582e6 * np.exp(-2.036e6 / f),
                     6.71e5 * np.exp(-1.693e6 / f))
    return electrons, holes


def junction(v, doping):
    width = np.sqrt(2 * EPS * (v + V_BUILT_IN) / (Q * doping))
    return width, Q * doping * width / EPS


def electron_integral(v, doping):
    """1 - 1/M for electrons entering at the high-field side."""
    width, peak = junction(v, doping)
    x = np.linspace(0, width, 4001)
    a_n, a_p = ionization(peak * (1 - x / width))
    weight = np.exp(-cumulative_trapezoid(a_n - a_p, x, initial=0))
    return trapezoid(a_n * weight, x)


def direct_multiplication(v, doping):
    """Integrate electron and hole currents back from the far edge."""
    width, peak = junction(v, doping)

    def slopes(x, current):
        a_n, a_p = ionization(peak * (1 - x / width))
        generation = a_n * current[0] + a_p * current[1]
        return [generation, -generation]
    result = solve_ivp(slopes, (width, 0), [1.0, 0.0], rtol=1e-9,
                       atol=1e-12, max_step=width / 200)
    assert result.success
    return 1 / result.y[0, -1]


log_doping = brentq(lambda s: electron_integral(BV, 10 ** s) - 1, 15, 17)
doping = 10 ** log_doping
v_local = brentq(lambda v: electron_integral(v, doping) - (1 - ALPHA),
                 0.1, 0.99 * BV)
for v in (v_local, v_open, 0.75 * BV):
    m_integral = 1 / (1 - electron_integral(v, doping))
    m_direct = direct_multiplication(v, doping)
    assert abs((m_integral - 1) / (m_direct - 1) - 1) < 1e-4
assert abs(ALPHA * direct_multiplication(v_local, doping) - 1) < 1e-5
show("Built-in voltage", V_BUILT_IN, "V", ".1f")
show("Drain doping giving the same breakdown", doping, "cm^-3", ".3e")
show("Peak field at collector-base breakdown",
     junction(BV, doping)[1] / 1e6, "MV/cm", ".3f")
show("Peak field at V_open", junction(v_open, doping)[1] / 1e6,
     "MV/cm", ".3f")
show("Ionization model: M at V_open",
     direct_multiplication(v_open, doping))
show("Ionization model: open-base voltage", v_local, "V", ".2f")
show("Ionization model: ratio", v_local / BV, "", ".3f")
show("Ionization model: effective exponent",
     np.log(1 - ALPHA) / np.log(v_local / BV), "", ".2f")

# Base narrowing, temperature and band-to-band tunnelling
shift = (junction(v_open, doping)[0] - junction(0, doping)[0])
shift *= doping / BASE_DOPING
narrow_alpha = 1 - (1 - ALPHA) * (1 - shift / BASE_WIDTH) ** 2
v_narrow = feedback_threshold(BV, narrow_alpha, N_MILLER)
show("Base doping", BASE_DOPING, "cm^-3", ".1e")
show("Neutral base width at zero bias", BASE_WIDTH * 1e7, "nm", ".0f")
show("Base narrowing at V_open", shift * 1e7, "nm", ".1f")
show("Open-base voltage with narrowed base", v_narrow, "V", ".2f")
hot_beta, hot_bv = 150.0, 1.08 * BV      # rough values assumed for 400 K
v_hot = feedback_threshold(hot_bv, hot_beta / (1 + hot_beta), N_MILLER)
show("Assumed beta at 400 K", hot_beta, "", ".0f")
show("Assumed collector-base breakdown at 400 K", hot_bv, "V", ".1f")
show("Open-base voltage at 400 K", v_hot, "V", ".2f")
width, peak = junction(BV, doping)
tunnel = Q * width * 3.5e21 * peak ** 2 * np.exp(-22.5e6 / peak)
show("Tunnelling current bound at 40 V", tunnel, "A/cm2", ".1e")

print("all tests passed")
```

Running it gives:

```
Collector-base breakdown voltage: 40.0 V
Common-base gain alpha: 0.990
Common-emitter gain beta: 99.0
Miller exponent: 4.0
Open-base voltage, formula: 12.6491 V
Open-base voltage, feedback rounds: 12.6491 V
Ratio to collector-base breakdown: 0.3162
Multiplication M at open-base breakdown: 1.01010
Leakage before multiplication: 1.0 pA
Collector current at 0.00 V_open: 100.0 pA
Collector current at 0.50 V_open: 106.7 pA
Collector current at 0.90 V_open: 290.8 pA
Collector current at 0.99 V_open: 2537.8 pA
Ratio if exponent is 3: 0.2154
Ratio if exponent is 5: 0.3981
Ratio if exponent is 6: 0.4642
Emitter saturation current: 1.0 fA
Temperature: 300 K
Emitter-base voltage at 1 mA: 0.714 V
Terminal collector-emitter voltage: 13.36 V
Terminal voltage ratio: 0.334
Recombination corner current: 1.0 uA
Varying gain: alpha at 0.001 uA: 0.6738
Varying gain: junction voltage at 0.001 uA: 30.21 V
Varying gain: alpha at 1 uA: 0.9800
Varying gain: junction voltage at 1 uA: 15.04 V
Varying gain: alpha at 1000 uA: 0.9897
Varying gain: junction voltage at 1000 uA: 12.75 V
Body-contact resistance: 10.0 kohm
Body contact: junction voltage at 1 mA: 21.00 V
Body contact: junction voltage at 10 mA: 14.57 V
Built-in voltage: 0.8 V
Drain doping giving the same breakdown: 1.504e+16 cm^-3
Peak field at collector-base breakdown: 0.436 MV/cm
Peak field at V_open: 0.250 MV/cm
Ionization model: M at V_open: 1.0863
Ionization model: open-base voltage: 6.85 V
Ionization model: ratio: 0.171
Ionization model: effective exponent: 2.61
Base doping: 2.0e+17 cm^-3
Neutral base width at zero bias: 1000 nm
Base narrowing at V_open: 61.1 nm
Open-base voltage with narrowed base: 12.26 V
Assumed beta at 400 K: 150
Assumed collector-base breakdown at 400 K: 43.2 V
Open-base voltage at 400 K: 12.32 V
Tunnelling current bound at 40 V: 7.4e-13 A/cm2
all tests passed
```
